# Delay-driven mixed-potential oscillations in electroless plating with a passivating by-product

## Two delays, two behaviours

A model palladium surface plates at $0.506$ mA/cm² with $60\,\%$ of its sites passivated. The passivator is buried by the growing metal and reforms from a by-product of the plating reaction, which can adsorb only after a delay $\tau$. With $\tau=1.64$ s, small disturbances die out. With $\tau=2.00$ s, all else unchanged, the open-circuit potential swings by $31.6$ mV every $7.7$ s. The steady state is the same in both cases, because a constant supply does not depend on when it was made. What changes between the two delays?

## Fixed coverage: the mixed potential

Let $\theta$ be the passivated fraction of sites and $q=1-\theta$ the free fraction. The potential $E$ is positive toward noble and is measured from the mixed potential of the bare surface. The reductant is in excess, the surface is uniform, and both partial reactions follow Tafel laws:
$$i_a=i_0q^m e^{E/b_a},\qquad i_c=i_0q^n e^{-E/b_c}.$$
Here $m,n$ are the numbers of free sites each reaction needs, and $b_a,b_c$ are slopes per factor $e$. No external current flows, so $i_a=i_c=i$. Equating the logarithms gives
$$E\left(\frac1{b_a}+\frac1{b_c}\right)=(n-m)\ln q\;\Rightarrow\;E=b(n-m)\ln q,\qquad \frac1b=\frac1{b_a}+\frac1{b_c}.$$
To eliminate $E$, multiply $\ln(i/i_0)=m\ln q+E/b_a$ by $b_a$, multiply $\ln(i/i_0)=n\ln q-E/b_c$ by $b_c$, and add:
$$i=i_0q^p,\qquad p=\frac{mb_a+nb_c}{b_a+b_c}.$$

Limit: if $m=n$, then $E=0$ at every coverage. Coverage and current could then oscillate while the potential stayed still.

The example takes $m=2$, $n=1$ and $b_a=b_c=57.4$ mV, so $b=28.7$ mV and $p=1.5$. Passivation hinders the anodic reaction more, so it moves $E$ in the noble direction. With $i_0=2$ mA/cm² and $q=0.4$, $i=2\times0.4^{1.5}=0.506$ mA/cm² and $E=-28.7\ln0.4=26.3$ mV.

## Moving coverage, no delay

Two electrons deposit one palladium atom, so $\nu=i/(2e\Gamma)$ metal layers grow per second, where $\Gamma$ is the number of surface sites per area. Each layer buries a fraction $\chi$ of the adsorbate. It also makes $\eta$ adsorbable units per site, of which the free fraction $q$ is captured and the rest is lost. Without delay,
$$\dot\theta=\nu\,[\eta(1-\theta)-\chi\theta].$$
The bracket vanishes at $\theta_*=\eta/(\eta+\chi)$. The fully blocked surface, $\theta=1$ with $\nu=0$, is also steady, but I follow the plating state. Near $\theta_*$ the change in $\nu$ multiplies a vanishing bracket, so a deviation decays at the rate
$$\mu=(\eta+\chi)\nu_*.$$
This state is stable for every $p$. An asterisk marks steady values.

For $\eta=0.6$, $\chi=0.4$ and $\Gamma=1.526\times10^{15}$ cm⁻², $\theta_*=0.6$ and $\nu_*=1.035$ s⁻¹. Since $\eta+\chi=1$, $\mu=1.035$ s⁻¹ as well.

## Adding the delay

If the by-product becomes adsorbable a time $\tau$ after it is made, the supply carries the earlier rate, while capture and burial act now:
$$\dot\theta=\eta\,\nu(t-\tau)\,(1-\theta)-\chi\,\nu(t)\,\theta .$$

A logarithmic variable suits the power law: $u=\ln(q/q_*)$, so that $\nu=\nu_*e^{pu}$ and $E-E_*=b(n-m)u$. Since $\dot u=\dot q/q=-\dot\theta/q$,
$$\dot u=\chi\nu\frac{\theta}{q}-\eta\nu_\tau,\qquad \frac{\theta}{q}=\frac1q-1=\frac{e^{-u}}{q_*}-1,$$
where the subscript $\tau$ means evaluation at $t-\tau$. Insert $\chi=q_*(\eta+\chi)$ and $\eta=\theta_*(\eta+\chi)$:
$$\frac{\dot u}{\mu}=e^{(p-1)u}-q_*e^{pu}-\theta_*e^{pu_\tau}.$$

To first order the coefficient of $u$ is $p-1-pq_*=p\theta_*-1$. With $G=p\theta_*$,
$$\frac{\dot u}{\mu}=-u+G\,(u-u_\tau).$$
This form shows the mechanism. More free area means faster plating, which buries passivator at once and frees still more area: the term $+Gu$. The same faster plating makes more passivator, which arrives late: the term $-Gu_\tau$. Without delay the two cancel. With delay, burial runs ahead of its correction.

Try $u\propto e^{\lambda t}$. Then $\lambda=\mu[-1+G(1-e^{-\lambda\tau})]$. The value $\lambda=0$ would require $0=-\mu$, so no root can pass through zero. Instability must enter at $\lambda=i\omega$ with $\omega>0$. The real and imaginary parts are
$$G(1-\cos\omega\tau)=1,\qquad \omega=\mu G\sin\omega\tau .$$
The bracket is at most 2, and at exactly 2 the sine vanishes and would give $\omega=0$. Hence $G>1/2$ is necessary. The first equation gives $\cos\omega\tau=(G-1)/G$, so
$$\sin\omega\tau=\frac{\sqrt{G^2-(G-1)^2}}{G}=\frac{\sqrt{2G-1}}{G},$$
with the positive root because $\omega>0$. The smallest delay has $\omega\tau$ between 0 and $\pi$:
$$\boxed{\;\omega_c=\mu\sqrt{2G-1},\qquad \tau_c=\frac{\arccos[(G-1)/G]}{\mu\sqrt{2G-1}}\;}$$

It remains to show that the roots cross toward instability. Differentiating the characteristic equation, and replacing $\mu Ge^{-\lambda\tau}$ by $-(\lambda+A)$ with $A=\mu(1-G)$, gives
$$\left(\frac{d\lambda}{d\tau}\right)^{-1}=-\frac{1}{\lambda(\lambda+A)}-\frac{\tau}{\lambda}.$$
At $\lambda=i\omega$ the last term is imaginary, and the first has real part $1/(\omega^2+A^2)>0$. Every crossing therefore goes to the right. For this sharp delay the steady state is stable below $\tau_c$ and unstable at all longer delays.

Limits: as $G\to1/2$ from above, $\mu\tau_c$ diverges as $\pi/\sqrt{2G-1}$. If a first-order anodic reaction alone is blocked ($m=1$, $n=0$) and the slopes are equal, then $p=1/2$ and $G<1/2$, so this model has no onset.

In the example $G=1.5\times0.6=0.9$, and
$$\mu\tau_c=\frac{\arccos(-0.111)}{\sqrt{0.8}}=\frac{1.682}{0.894}=1.881,\qquad \tau_c=\frac{1.881}{1.035\ \mathrm{s^{-1}}}=1.82\ \mathrm{s}.$$
The onset period is $2\pi/\omega_c=6.79$ s. The two opening delays are $0.9\,\tau_c$ and $1.1\,\tau_c$.

## If the delay belongs to each site

"Reforms with a delay" can also mean that each cleared site waits before it is passivated again, whatever the plating rate was before it was cleared. Assume that deposition resets any site, passivated or still waiting, and that a reset restarts the wait. Let $f(a)$ be the distribution of waiting times and $r(t)$ the rate at which deposition resets a site, falling with $\theta$. A site is passivated now if it has not been reset during its waiting time:
$$\theta(t)=\int_0^\infty f(a)\exp\left(-\int_{t-a}^{t}r\,ds\right)da .$$
Let $R$ be the steady value of $r$ and $\sigma=-dr/d\theta>0$. A coverage deviation changes $r$ by $-\sigma\,\delta\theta$. Expanding the exponential and exchanging the integrals gives
$$\delta\theta(t)=\sigma\int_0^\infty H(s)\,\delta\theta(t-s)\,ds,\qquad H(s)=\int_s^\infty f(a)e^{-Ra}da\ge0 .$$
Growth rates therefore satisfy $1=L(\lambda)$ with $L(\lambda)=\sigma\int_0^\infty He^{-\lambda s}ds$. Suppose $\lambda=x+i\omega$ is a root with $x\ge0$. Then $1=|L(\lambda)|\le L(x)$. Since $L$ falls continuously to zero along the real axis, there is a real root at $x$ or beyond. For $\omega\ne0$ the inequality is strict and the real root lies further right. The first instability is thus a real root passing through zero, which signals a fold and not an oscillation.

For one sharp waiting time, $H=\theta$ up to $s=\tau$ and zero afterwards, with $R\tau=-\ln\theta$. If $r\propto(1-\theta)^p$, then $\sigma=pR/(1-\theta)$, and $L(0)=1$ becomes
$$\frac{p\,\theta(-\ln\theta)}{1-\theta}=1 .$$
For $p=1.5$ and $\theta=0.6$ the left side is $1.5\times0.6\times0.511/0.4=1.15$. The same coverage would already be unstable, but by drifting away. This verdict depends on the restarted wait. If only passivated sites are cleared, then $1-\theta(t)=\int_{t-\tau}^{t}r\theta\,ds$ and $R\tau=(1-\theta)/\theta$. The kernel is then the constant $\sigma\theta-R$, and $L(0)=p-(1-\theta)/\theta=0.83$. The kernel is again positive here, so the same argument applies, and this coverage is stable. Of the two readings of the delay, only the one in which the supply remembers the earlier plating rate gives an oscillatory onset.

## A share of the passivator comes from the bath

Let the bath also supply passivator without delay, at rate $k_0(1-\theta)$. The total supply per free site is $S=k_0+\eta\nu_*$, and $f=k_0/S$ now denotes the undelayed share. The equation for $u$ becomes $\dot u=\chi\nu\theta/q-k_0-\eta\nu_\tau$, and the steady balance is $\chi\nu_*\theta_*/q_*=S$.

Since $\theta/q=1/q-1$, its derivative with respect to $u$ is $-1/q$, and its logarithmic derivative is $-1/\theta_*$. With $\mu=S/\theta_*$,
$$\dot u=S\left(p-\frac1{\theta_*}\right)u-(1-f)Sp\,u_\tau=\mu\,[(G-1)u-(1-f)Gu_\tau].$$
An imaginary root requires $(1-f)G>|1-G|$, that is,
$$(2-f)G>1\quad\text{and}\quad fG<1 .$$
The second boundary is a fold. Limits: $f=0$ returns $G>1/2$. At $f=1$ the two conditions exclude each other, as they must when nothing is delayed. With $f=0.1$ and the same $\theta_*$ and $\mu$, $\tau_c$ rises from 1.82 to 2.04 s, or by 12 %.

## The delay is not sharp

Replace the single delay by $N$ equal first-order stages of total mean $\tau$. Then $e^{-\lambda\tau}$ becomes $(1+\lambda\tau/N)^{-N}$. At $\lambda=i\omega$ put $\tan\phi=\omega\tau/N$, so that this factor is $\cos^N\!\phi\;e^{-iN\phi}$. The characteristic equation splits into
$$\frac{1-G}{G}=-\cos^N\!\phi\cos N\phi,\qquad \omega=\mu G\cos^N\!\phi\sin N\phi .$$
The derivative of the first right-hand side is $N\cos^{N-1}\!\phi\,\sin[(N+1)\phi]$. Its largest maximum is at $\phi=\pi/(N+1)$, where $\cos N\phi=-\cos\phi$. Onset at some delay therefore requires
$$\frac{1-G}{G}<\cos^{N+1}\frac{\pi}{N+1}.$$
Limits: $N\to\infty$ gives $G>1/2$, and $N=1$ gives $G>1$. Two stages need $G>0.889$, which the example barely meets: it is then unstable only for $10<\mu\tau<40$, or mean delays from 9.7 to 38.7 s, and stable again beyond. Ten stages need $G>0.612$, and for them the critical mean delay is 2.15 s, 18 % above the sharp value.

## How large is the oscillation?

Use scaled time $\mu t$, with $T=\mu\tau$ and $W=\omega_c/\mu$. Expand the equation for $u$ to third order:
$$u'=(G-1)u-Gu_T+a_2u^2+c_2u_T^2+a_3u^3+c_3u_T^3,$$
$$a_k=\frac{(p-1)^k-q_*p^k}{k!},\qquad c_k=-\frac{\theta_*p^k}{k!}.$$
Take $u=Ze^{iWt}+h_2Z^2e^{2iWt}+\text{c.c.}+h_0|Z|^2$ with slowly varying $Z$, and write $\ell=e^{-iWT_c}$. The constant terms and the terms in $e^{2iWt}$ balance if
$$h_0=2(a_2+c_2),\qquad h_2=\frac{a_2+c_2\ell^2}{2iW+1-G+G\ell^2}.$$
In the terms in $e^{iWt}$, the delayed amplitude is $Z-TZ'$, and a change $\Delta T=T-T_c$ multiplies $\ell$ by $1-iW\Delta T$. Hence
$$(1-GT_c\ell)Z'=iWG\ell\,\Delta T\,Z+Q|Z|^2Z,$$
$$Q=2(a_2+c_2\ell)(h_0+h_2)+3(a_3+c_3\ell).$$
After division by $1-GT_c\ell$, the real parts of the two coefficients are $0.1886$ and $-0.504$ in the example. The negative cubic term limits the growth, so the onset is soft. Setting $|Z|'=0$, the amplitude of $u$ is
$$2|Z|=2\sqrt{\frac{0.1886\times1.881}{0.504}}\sqrt{\frac{\tau}{\tau_c}-1}=1.68\sqrt{\frac{\tau}{\tau_c}-1}.$$
Multiplying by $b|n-m|$ gives a potential amplitude of $48\ \mathrm{mV}\,\sqrt{\tau/\tau_c-1}$. Direct integration of the nonlinear equation agrees with this law to within 0.3 % at 0.5 % above onset and to within 1 % at 2 %.

At 10 % above onset the law predicts $2\times48\times\sqrt{0.1}=30$ mV peak to peak, against 31.6 mV from integration. The current then runs between 0.175 and 0.911 mA/cm², a factor of 5, and the coverage between 0.41 and 0.80. A modest potential ripple thus accompanies a large modulation of the plating rate. The period is 7.74 s, 14 % longer than at onset. I have not separated the part due to the longer delay from the part due to the finite amplitude.

## Charging and metal-ion depletion

Charging obeys $C\dot E=i_c-i_a$. The derivative of the right side with respect to $E$ is $-i_*/b$, so $E$ relaxes in $Cb/i_*=1.13$ ms for $C=20$ µF/cm². This is far below $\tau_c$.

Palladium ions cross a stagnant layer of thickness $d=100$ µm with diffusivity $D=7\times10^{-6}$ cm²/s. For 20 mM the limiting current is 2.70 mA/cm², and the steady current is a fraction $x=0.187$ of it. Solving $\lambda\,\delta c=D\,\delta c''$, with $\delta c=0$ at the outer edge and the surface flux set by $\delta i_c$, gives
$$\frac{\delta c_s}{c_s}=-X\frac{\delta i_c}{i_*},\qquad X=\frac{x}{1-x}\,\frac{\tanh s}{s},\qquad s=\sqrt{\frac{\lambda d^2}{D}}.$$
Take the cathodic current to be proportional to the surface concentration $c_s$. Let $P_c,P_a$ be the relative changes of the two currents per unit $u$, and $\varepsilon$ the change of $E$ per unit $u$. Then
$$(1+X)P_c=n-\frac{\varepsilon}{b_c},\qquad P_a=m+\frac{\varepsilon}{b_a},\qquad \frac{\lambda C\varepsilon}{i_*}=P_c-P_a .$$
Burial follows the cathodic current and by-product formation the anodic one, so
$$\lambda=\mu\,[-1+\theta_*P_c-\theta_*P_ae^{-\lambda\tau}].$$
Limit: $C=X=0$ gives $P_c=P_a=p$, the earlier equation. At the same steady current and coverage, charging alone shifts $\tau_c$ by 0.06 %. Depletion alone raises it to 1.87 s, about 3 %.

## Beside a real palladium bath

The temperature (60 °C), the growth rate (0.84 µm/h) and the tens of millimoles per litre are roughly those of electroless palladium. The efficiencies are not measured values, and the passivator is not identified. The burial efficiency is high: $\chi\theta_*=0.24$ adsorbed units enter the deposit per metal atom, far above an impurity content of a few percent. Reducing $\eta$ and $\chi$ tenfold at the same current leaves $\theta_*$ and $G$ unchanged and stretches the times of the delay equation tenfold, to $\tau_c\approx18$ s and a period near 70 s. Depletion then has more time to act: it raises this $\tau_c$ by about 17 %, to 21 s, instead of by 3 %. A by-product as mobile as the palladium ions would escape through the layer in a mean time $d^2/(2D)=7$ s. The stretched delay exceeds this, so most of such a by-product would be lost before it could adsorb, unless something held it near the surface. Mobility matters at the short delay too: in 1.8 s such a by-product spreads over $\sqrt{2Dt}\approx50$ µm, half the layer. Suppose it diffuses freely, is lost at the outer edge, converts by first-order kinetics and is captured too weakly to be depleted. The steady state at $G=0.9$ then stays stable, though narrowly at slow conversion, for conversion rates from $10^{-3}$ to $10^{2}$ s⁻¹, with either set of efficiencies. The onset of the example therefore presumes a precursor held at the surface with a narrow spread of delays.

A sharp delay is an idealization, because diffusion and chemical conversion both spread it. Ten stages raise the critical mean delay by 18 %, while with a single stage the steady state at $G=0.9$ is stable against small disturbances at every delay. Hydrogen evolution and patches of unequal coverage are left out and not sized. Within the model, and with a sharp delay, keeping $p\theta_*$ below $1/2$ keeps the steady state stable against small disturbances whatever the delay. This linear condition does not exclude large oscillations started by a strong disturbance. The input values and the main results are in the numerical output below; the depletion estimate for the tenfold smaller $\eta$ and $\chi$, the two-stage window and the result for a freely diffusing by-product are not listed there.

## Computed values

```
temperature: 333 K
site orders m, n: 2, 1
Tafel slopes b_a = b_c, per e-fold: 57.39 mV
combined slope b: 28.7 mV
bare-surface current density: 2 mA/cm2
eta (units formed per site and layer): 0.6
chi (fraction buried per layer): 0.4
Pd lattice constant: 0.389 nm
Pd(111) site density: 1.526e+15 1/cm2
current exponent p: 1.5
steady coverage theta: 0.6
gain G = p theta: 0.9
steady current density: 0.506 mA/cm2
steady growth rate: 0.837 um/h
metal layers per second: 1.035 1/s
relaxation rate mu: 1.035 1/s
steady potential above bare surface: 26.29 mV
scaled critical delay mu tau_c: 1.881
critical delay tau_c: 1.818 s
critical angular frequency: 0.9254 rad/s
period at onset: 6.79 s
scaled growth slope d Re(lambda)/d tau: 0.1886
scaled cubic saturation coefficient: -0.504
amplitude factor K for u: 1.678
potential amplitude factor b|n-m|K: 48.15 mV
simulated/predicted amplitude, 0.5 % above: 1.001
simulated/predicted amplitude, 2 % above: 1.007
delay 10 % above onset: 2 s
  period there: 7.743 s
  potential swing, peak to peak: 31.6 mV
  lowest current density: 0.175 mA/cm2
  highest current density: 0.911 mA/cm2
  lowest coverage: 0.408
  highest coverage: 0.803
double-layer capacitance: 20 uF/cm2
charging time C b/i: 1.13 ms
shift of tau_c by charging: 0.056 %
Pd ion concentration: 20 mM
Pd ion diffusivity: 7e-06 cm2/s
diffusion layer thickness: 100 um
diffusion time layer^2/(2D): 7.14 s
Pd limiting current density: 2.7 mA/cm2
steady/limiting current: 0.187
tau_c with Pd depletion: 1.87 s
onset period with Pd depletion: 6.81 s
undelayed share f of reformation: 0.1
tau_c with that share, same theta and mu: 2.04 s
stages N of a spread delay: 10
mean critical delay for these stages: 2.15 s
fewest stages that allow oscillation: 2
least G for 2 stages: 0.8889
least G for 10 stages: 0.6118
```
